\section*{Parabolic Scale Growth with Short-Circuit Paths That Anneal Exponentially, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the cation flux to the growth law}

Suppose that an oxide scale of thickness $X$ grows on an alloy by diffusion through the scale itself. The thicker the scale, the slower the supply, so that
\begin{equation}
\frac{dX}{dt}=\frac{K}{X}.
\end{equation}
Let the scale contain fast diffusion paths that work unchanged until a time $\tau$ and then vanish all at once. The coefficient $K$ then has a high value $K_1$ before $\tau$ and a low value $K_L$, due to the crystal lattice alone, afterwards. Multiplying the rate by $2X$ gives $d(X^2)/dt=2K$, because $d(X^2)/dt=2X\,dX/dt$. If the thickness at $t=0$ is $X_0$, then for $t>\tau$
\begin{align}
X^2&=X_0^2+2K_1\tau+2K_L(t-\tau)\\
&=X_0^2+2K_Lt+2(K_1-K_L)\tau .
\end{align}
The squared thickness is a linear term, with the slope of the lattice, plus a constant left behind by the paths. The scale keeps the oxide that the paths delivered, but they add nothing more.

Paths that disappear gradually should give the same two terms, with the constant approached smoothly. To see when this is true, one has to know what $K$ contains, how lattice and paths share the flux, and what has to be assumed about oxide formed at different times.

Take a compact, flat scale in which cations of charge $ze$ move outward while the oxygen sublattice stays at rest. Here $e$ is the positive elementary charge. New oxide then forms at the outer surface. Let $x$ run from the metal, $x=0$, to the gas, $x=X$. Cations and electrons are driven by gradients of their chemical potentials $\mu_i$ and $\mu_e$ and by the electric potential $\phi$. Their number fluxes, positive outward, are
\begin{align}
J_i&=-L_i\left(\frac{d\mu_i}{dx}+z\varepsilon\right),\\
J_e&=-L_e\left(\frac{d\mu_e}{dx}-\varepsilon\right),
\qquad \varepsilon=e\frac{d\phi}{dx}.
\end{align}
The positive coefficients $L_i$ and $L_e$ measure mobility, and the opposite signs before $\varepsilon$ reflect the opposite charges. Cross coefficients between the two fluxes are neglected.

No net current flows through a freely oxidizing scale. The charge current $e(zJ_i-J_e)$ is therefore zero, which means $zJ_i=J_e$:
\begin{equation}
zL_i\left(\frac{d\mu_i}{dx}+z\varepsilon\right)
=L_e\left(\frac{d\mu_e}{dx}-\varepsilon\right).
\end{equation}
Collecting the terms in $\varepsilon$ gives
\begin{equation}
\varepsilon=\frac{L_e\,d\mu_e/dx-zL_i\,d\mu_i/dx}{L_e+z^2L_i}.
\end{equation}
In the ion flux this field enters through the sum
\begin{align}
\frac{d\mu_i}{dx}+z\varepsilon
&=\frac{(L_e+z^2L_i-z^2L_i)\,d\mu_i/dx+zL_e\,d\mu_e/dx}{L_e+z^2L_i}\\
&=\frac{L_e}{L_e+z^2L_i}\,\frac{d}{dx}(\mu_i+z\mu_e).
\end{align}
Local equilibrium between a neutral metal atom and its cation plus $z$ electrons makes the last bracket the chemical potential of neutral metal, $\mu_M=\mu_i+z\mu_e$. Hence
\begin{equation}
J_i=-\frac{L_iL_e}{L_e+z^2L_i}\,\frac{d\mu_M}{dx}.
\end{equation}
The electric field has dropped out. It speeds up the slower carrier and holds back the faster one until their charges balance.

When electronic conduction is much better than ionic conduction, $L_e\gg z^2L_i$ and the prefactor becomes $L_i$. It is sufficient that this condition holds in the fast paths as well as in the lattice. Let $c$ be the number of cations per volume of oxide, $T$ the temperature and $k_B$ Boltzmann's constant. The cation diffusivity $D$ is defined through the mobility by $L_i=cD/(k_BT)$. It differs from a tracer diffusivity by a correlation factor. Writing $J$ for $J_i$ and $\mu$ for $\mu_M$ from here on,
\begin{equation}
J=-\frac{cD}{k_BT}\,\frac{d\mu}{dx}.
\label{flux}
\end{equation}
The metal potential falls from the alloy to the gas, so $J$ is positive.

Now let fast paths, such as grain boundaries or dislocations, cross the scale at right angles to its faces. They occupy an area fraction $f$ and have diffusivity $D_B$; the lattice has diffusivity $D_L$. If both diffusivities are independent of $\mu$, a potential that falls linearly with $x$ satisfies the steady diffusion equation in path and lattice alike. The potentials match at each depth, nothing flows sideways, and the area-averaged flux contains
\begin{equation}
D_{\rm eff}=(1-f)D_L+fD_B .
\label{parallel}
\end{equation}
The paths act as conductors in parallel.

This rule needs paths that go all the way through. In a numerical test on a square grid of $20\times20$ cells, the lattice had diffusivity 1 and the paths 100, with a path fraction of 0.05. One through path gave an effective diffusivity of 5.950, as the rule demands. The same amount of path material, divided into two paths that each reached halfway from the same face, gave 1.606 on this grid, a value that rises to about 1.63 on finer grids. A simple bound shows why. Joining all points of the midplane by a perfect conductor cannot lower the conductance. The half with paths then has diffusivity $0.9\times1+0.1\times100=10.9$, the other half has 1, and the two in series have $2/(1+1/10.9)=1.83$. The broken paths must stay below this value, however fast they are made to look by their volume fraction.

In an oxide, the concentration of defects usually varies with the local potential, so $D_L$ and $D_B$ may depend on $\mu$. Assume that path and lattice at the same depth have the same $\mu$. Equation~(\ref{parallel}) then holds at each value of $\mu$. Assume further that the scale stores very few extra or missing cations, so that at any moment $J$ is the same at each depth. Integrating equation~(\ref{flux}) over the scale and reversing the limits to absorb the minus sign gives
\begin{equation}
JX=\frac{c}{k_BT}\int_{\mu(X)}^{\mu(0)}
\left[(1-f)D_L(\mu)+fD_B(\mu)\right]d\mu .
\end{equation}
If $f$ is the same at all depths, it can be taken outside the integral. With the potential drop $\Delta\mu=\mu(0)-\mu(X)$ and the averages
\begin{equation}
\bar D_{L,B}=\frac{1}{\Delta\mu}\int_{\mu(X)}^{\mu(0)}D_{L,B}(\mu)\,d\mu ,
\end{equation}
one has
\begin{equation}
JX=\frac{c\,\Delta\mu}{k_BT}\left[(1-f)\bar D_L+f\bar D_B\right].
\end{equation}
Paths and lattice that exchange no cations sideways would give the same total, since the integration can then be done for each column separately and the columns added. From now on $D_L$ and $D_B$ denote these averages, without the bars.

Uniformity of $f$ in depth is what allows two numbers, $D_L$ and $D_B$, to describe the whole scale. Paths crowded near one face would leave the rest of the scale as a bottleneck, even with constant diffusivities. If the diffusivities vary with $\mu$, it also matters which face it is.

A cation that arrives at the outer surface combines with oxygen and adds a volume $1/c$ of oxide. Cations delivered by a path are assumed to spread over the surface, so that the front stays flat. The thickness therefore grows at the rate $J/c$:
\begin{equation}
\frac{dX}{dt}=\frac{\Lambda}{X}\left[(1-f)D_L+fD_B\right],
\qquad \Lambda=\frac{\Delta\mu}{k_BT}.
\label{rate}
\end{equation}
The number $\Lambda$ is the driving force in thermal units. It is constant if the temperature is constant and if local equilibrium fixes the metal potential at both faces.

Let paths be removed whole, from metal to gas, so that those left still cross the entire scale and equation~(\ref{parallel}) continues to hold. Let each path have the same probability $\lambda$ per unit time of being removed, whatever its age and surroundings. Then $df/dt=-\lambda f$ and $f=f_0e^{-\lambda t}$. Using this for the whole scale implies more than a decay law. Oxide formed at a late time must have the reduced path density of that time, as it does when new oxide continues the structure beneath it. All oxide then shares one annealing clock.

Rearranging the bracket in equation~(\ref{rate}) separates the lattice from the excess carried by the paths:
\begin{align}
(1-f)D_L+fD_B&=D_L+f(D_B-D_L)\\
&=D_L\left(1+r e^{-\lambda t}\right),
\end{align}
where
\begin{equation}
r=f_0\left(\frac{D_B}{D_L}-1\right).
\end{equation}
The subtraction of 1 accounts for the lattice that the paths replace. For $D_B>D_L$, the number $r$ is positive and gives the initial excess flux relative to the flux through a scale without paths. A small area fraction can matter greatly if $D_B/D_L$ is large.

With $K_L=\Lambda D_L$, the growth rate is $dX/dt=K(t)/X$, where $K(t)=K_L(1+re^{-\lambda t})$. Multiplication by $2X$ gives
\begin{equation}
\frac{d(X^2)}{dt}=2K_L+2K_Lr e^{-\lambda t}.
\end{equation}
The right-hand side no longer contains $X$, so it can be integrated directly. Since
\begin{equation}
\int_0^t e^{-\lambda s}ds=\frac{1-e^{-\lambda t}}{\lambda},
\end{equation}
the result is
\begin{equation}
X^2=X_0^2+2K_Lt+\frac{2K_Lr}{\lambda}\left(1-e^{-\lambda t}\right).
\label{law}
\end{equation}

This law can be read as an average of the opening example over many path lifetimes. Under exponential decay, path lifetimes $\tau$ have the probability density $\lambda e^{-\lambda\tau}$. By time $t$, a path has worked for a time $\tau$ if it has already vanished and for a time $t$ if it has not. The mean working time is
\begin{equation}
\int_0^t\tau\lambda e^{-\lambda\tau}d\tau+te^{-\lambda t}
=\left[-te^{-\lambda t}+\frac{1-e^{-\lambda t}}{\lambda}\right]+te^{-\lambda t},
\end{equation}
where the bracket follows from integration by parts. The terms in $te^{-\lambda t}$ cancel and leave $(1-e^{-\lambda t})/\lambda$. The transient is thus the excess path transport multiplied by the mean time for which a path has worked.

For $\lambda t\ll1$, the expansion $1-e^{-\lambda t}=\lambda t-\lambda^2t^2/2+\ldots$ turns equation~(\ref{law}) into
\begin{equation}
X^2-X_0^2=2K_L(1+r)t-K_Lr\lambda t^2+\ldots
\end{equation}
The first term is parabolic growth with all paths in place, and the second is the first sign of their loss. For $\lambda t\gg1$, the exponential disappears:
\begin{equation}
X^2\simeq X_0^2+\frac{2K_Lr}{\lambda}+2K_Lt .
\label{late}
\end{equation}
This is the growth of a scale without paths that has had a head start of $r/\lambda$ in time. The difference in squared thickness stays, but the difference in thickness does not. With $A=2K_Lr/\lambda$,
\begin{equation}
\sqrt{X_0^2+2K_Lt+A}-\sqrt{X_0^2+2K_Lt}
\simeq\frac{A}{2\sqrt{2K_Lt}}
\end{equation}
when $2K_Lt$ is much larger than $A$ and $X_0^2$. The two scales slowly become alike.

The time called zero may be chosen freely, provided that $X_0$ and $r$ refer to it. Restarting the count at $t_1$ replaces $r$ by $re^{-\lambda t_1}$. The transients before and after the restart then add up to
\begin{equation}
A\left(1-e^{-\lambda t_1}\right)+Ae^{-\lambda t_1}\left(1-e^{-\lambda(t-t_1)}\right)
=A\left(1-e^{-\lambda t}\right),
\end{equation}
as they should.

A plot of $X^2$ against $t$ yields the parameters. The late slope is $2K_L$, the early slope is $2K_L(1+r)$, and the late line extrapolated to $t=0$ meets the axis at $X_0^2+A$. The annealing rate follows from
\begin{equation}
\frac{\text{early slope}-\text{late slope}}{\text{intercept}-X_0^2}
=\frac{2K_Lr}{2K_Lr/\lambda}=\lambda .
\label{extract}
\end{equation}
The curve cannot give $f_0$ and $D_B$ separately, because they enter the law through $r$ alone. To separate them, one of the two must be known independently. A measured path density gives $f_0$ only if the width or cross-section of a path is known as well.

For fast paths that cross the whole scale and are lost exponentially on a common clock, the squared thickness is its initial value plus a linear lattice term and a transient that saturates, and a plot of $X^2$ against $t$ yields $K_L$, $r$ and $\lambda$. It remains to work through a numerical example, to see what growth exponents it appears to give, and to find how the result changes when the assumptions fail.
